# Quantum stress balance in hydrogen: equation of motion and energy variation

In the ground state of hydrogen, one bohr from the nucleus, the nucleus pulls the electron density inward with a force density of 0.0431 Ha/bohr⁴. The density does not collapse, so something must push outward equally hard. Yet the radial component of the quantum stress tensor derived below is zero there, and at every other distance from the nucleus. The components that do not vanish are tangential, −0.0215 Ha/bohr³ at this radius, or −634 GPa. How can a stress with no radial component hold up a radial load?

The answer requires the stress tensor and its divergence. Two derivations lead to them. One follows the momentum density in time; the other displaces the density and asks how the energy changes.

## Setting and conventions

A spinless, nonrelativistic particle of mass $m$ moves in a real potential $v$ that acts by multiplication. There is no vector potential. The density and momentum density are

$$n=|\psi|^2,\qquad m j_i=\hbar\,\mathrm{Im}(\psi^*\partial_i\psi).$$

Repeated indices are summed. Positive stress means tension, so a stress $\sigma_{ij}$ exerts the force density $+\partial_j\sigma_{ij}$, while the potential exerts $-n\,\partial_i v$. The statement to be derived for a stationary state is

$$\partial_j\sigma_{ij}=n\,\partial_i v, \tag{1}$$

$$\sigma_{ij}=\frac{\hbar^2}{4m}\,\partial_i\partial_j n-\frac{\hbar^2}{m}\,\mathrm{Re}(\partial_i\psi^*\,\partial_j\psi). \tag{2}$$

For hydrogen the nucleus is a fixed point charge, and (1) is claimed pointwise for $r>0$. At $r=0$ the potential has no gradient, and that point needs a separate argument.

## First derivation: the momentum density in time

The Schrödinger equation and its complex conjugate give

$$\partial_t\psi=\frac{i\hbar}{2m}\nabla^2\psi-\frac{i}{\hbar}v\psi,\qquad
\partial_t\psi^*=-\frac{i\hbar}{2m}\nabla^2\psi^*+\frac{i}{\hbar}v\psi^*.$$

The product rule applied to the momentum density gives

$$\partial_t(mj_i)=\hbar\,\mathrm{Im}\big[(\partial_t\psi^*)\,\partial_i\psi+\psi^*\,\partial_i(\partial_t\psi)\big].$$

**Potential terms.** Inserting the parts that contain $v$ gives

$$\mathrm{Im}\big[iv\psi^*\partial_i\psi-i\psi^*(\partial_i v)\psi-iv\psi^*\partial_i\psi\big]
=\mathrm{Im}[-i\,n\,\partial_i v]=-n\,\partial_i v.$$

The first and third terms cancel because $v$ is a real multiplication operator. What remains is the classical force density.

**Kinetic terms.** Since $\mathrm{Im}(iA)=\mathrm{Re}\,A$, the remaining parts give

$$\frac{\hbar^2}{2m}\,\mathrm{Re}\big[\psi^*\partial_i\nabla^2\psi-(\nabla^2\psi^*)\,\partial_i\psi\big].$$

This is a divergence. To see it, differentiate the following combination:

$$\partial_j\big[\psi^*\partial_i\partial_j\psi-\partial_j\psi^*\,\partial_i\psi\big]
=\partial_j\psi^*\,\partial_i\partial_j\psi+\psi^*\partial_i\nabla^2\psi-(\nabla^2\psi^*)\,\partial_i\psi-\partial_j\psi^*\,\partial_i\partial_j\psi.$$

The first and last terms cancel, leaving the required bracket. The kinetic part is therefore $\partial_j\sigma_{ij}$ with

$$\sigma_{ij}=\frac{\hbar^2}{2m}\,\mathrm{Re}\big[\psi^*\partial_i\partial_j\psi-\partial_i\psi^*\,\partial_j\psi\big].$$

The order of $i$ and $j$ in the last product does not matter, because exchanging them conjugates it and leaves its real part unchanged.

To bring in the density, differentiate $n=\psi^*\psi$ twice:

$$\partial_i\partial_j n=2\,\mathrm{Re}\big[\psi^*\partial_i\partial_j\psi+\partial_i\psi^*\,\partial_j\psi\big].$$

Hence $\mathrm{Re}(\psi^*\partial_i\partial_j\psi)=\tfrac12\partial_i\partial_j n-\mathrm{Re}(\partial_i\psi^*\partial_j\psi)$. Substitution gives (2), and the full equation of motion is

$$\partial_t(mj_i)=\partial_j\sigma_{ij}-n\,\partial_i v. \tag{3}$$

In a stationary state $\psi$ changes only by a uniform phase factor, which cancels in $\psi^*\partial_i\psi$. The left side of (3) is then zero, and (1) follows.

### The hydrogen ground state

In atomic units, $\hbar=m=1$ and

$$\psi=\frac{e^{-r}}{\sqrt\pi},\qquad n=\frac{e^{-2r}}{\pi},\qquad v=-\frac1r.$$

Let $e_i=r_i/r$ be the radial unit vector and $P_{ij}=\delta_{ij}-e_ie_j$ the projector onto tangential directions. For $r>0$,

$$\partial_i r=e_i,\qquad \partial_j e_i=\frac{\delta_{ij}}{r}-\frac{r_ir_j}{r^3}=\frac{P_{ij}}{r}.$$

The first derivatives are $\partial_i\psi=-\psi e_i$ and $\partial_i n=-2ne_i$. Differentiating the latter once more,

$$\partial_i\partial_j n=4n\,e_ie_j-\frac{2n}{r}P_{ij}.$$

One quarter of this, minus $\partial_i\psi\,\partial_j\psi=n\,e_ie_j$, is

$$\sigma_{ij}=n\,e_ie_j-\frac{n}{2r}P_{ij}-n\,e_ie_j=-\frac{n}{2r}P_{ij}. \tag{4}$$

The radial parts of the two terms cancel. The stress is purely tangential and compressive.

For the divergence, take any tensor $s_r(r)\,e_ie_j+s_t(r)\,P_{ij}$. Because $\partial_je_j=P_{jj}/r=2/r$ and $e_j\partial_je_i=e_jP_{ij}/r=0$,

$$\partial_j(e_ie_j)=\frac{2e_i}{r},\qquad \partial_jP_{ij}=-\frac{2e_i}{r}.$$

The gradient of $s_r$ contributes $s_r'e_i$. The gradient of $s_t$ is radial and is removed by $P_{ij}$. Thus

$$\partial_j\big(s_r\,e_ie_j+s_t\,P_{ij}\big)=\Big[s_r'+\frac{2(s_r-s_t)}{r}\Big]e_i. \tag{5}$$

With $s_r=0$ and $s_t=-n/2r$,

$$\partial_j\sigma_{ij}=\frac2r\,\frac{n}{2r}\,e_i=\frac{n}{r^2}\,e_i=n\,\partial_i v,$$

since $\partial_i(-1/r)=e_i/r^2$. This is the balance at every $r>0$.

The opening question now has a mechanical answer. A small piece of a spherical shell is pressed on its sides by its neighbours. Because the shell is curved, these pressures are not quite opposed, and their resultant points outward, as in a loaded arch. At $r=1$ bohr the outward force density is $2\times0.02154/1=0.0431$ Ha/bohr⁴, which equals the inward load. At $r=2$ bohr the density is 0.005830 bohr⁻³ and the tangential stress is $-0.005830/4=-0.001458$ Ha/bohr³. The outward force density is $2\times0.001458/2=0.001458$ Ha/bohr⁴, and the load is $0.005830/2^2$, the same number.

## Second derivation: the energy under a displacement

Now let $\psi$ be a normalized bound eigenfunction in a static potential. Move each element of the density from $\mathbf r$ to $\mathbf r+\epsilon\mathbf u(\mathbf r)$, where $\mathbf u$ is smooth and vanishes outside a bounded region. To first order, volume elements grow by the factor $1+\epsilon\nabla\!\cdot\mathbf u$, so the amplitude must shrink by half that fraction to conserve probability. The change of the wave function is $\epsilon\,\delta\psi$ with

$$\delta\psi=-u_i\,\partial_i\psi-\tfrac12(\partial_iu_i)\,\psi. \tag{6}$$

The density changes by $\delta n=2\,\mathrm{Re}(\psi^*\delta\psi)=-u_i\partial_in-n\,\partial_iu_i=-\partial_i(nu_i)$, whose integral is zero, so the norm is kept.

In atomic units the energy is $E[\psi]=\tfrac12\int|\nabla\psi|^2+\int vn$. Its potential part changes by

$$\delta V=-\int v\,\partial_i(nu_i)\,d^3r=\int n\,u_i\,\partial_iv\,d^3r. \tag{7}$$

The kinetic part changes by $\delta T=\mathrm{Re}\int\partial_j\psi^*\,\partial_j\delta\psi\,d^3r$. From (6),

$$\partial_j\delta\psi=-(\partial_ju_i)\partial_i\psi-u_i\partial_i\partial_j\psi-\tfrac12(\partial_i\partial_ju_i)\psi-\tfrac12(\partial_iu_i)\partial_j\psi.$$

Multiply by $\partial_j\psi^*$ and take the real part. The second and fourth terms combine into

$$-\tfrac12u_i\,\partial_i|\nabla\psi|^2-\tfrac12(\partial_iu_i)|\nabla\psi|^2=-\tfrac12\partial_i\big(u_i|\nabla\psi|^2\big),$$

which integrates to zero. In the third term $\mathrm{Re}(\psi\,\partial_j\psi^*)=\tfrac12\partial_jn$. What remains is

$$\delta T=\int\Big[-\mathrm{Re}(\partial_i\psi^*\partial_j\psi)\,\partial_ju_i-\tfrac14\,\partial_jn\;\partial_i\partial_ju_i\Big]d^3r. \tag{8}$$

Integrating the last term by parts in $\partial_i$ changes its sign and turns it into $+\tfrac14(\partial_i\partial_jn)\,\partial_ju_i$. Therefore

$$\delta T=\int\sigma_{ij}\,\partial_ju_i\,d^3r, \tag{9}$$

with the same $\sigma_{ij}$ as in (2). Stress here is the response of the kinetic energy to a local strain. The Hessian of the density comes from the last term of (6), the change of amplitude that conserves probability.

An eigenfunction makes the energy stationary under norm-conserving changes: $\delta E=2E\,\mathrm{Re}\int\psi^*\delta\psi=0$. Adding (7) and (9),

$$\int\big[\sigma_{ij}\,\partial_ju_i+n\,u_i\,\partial_iv\big]d^3r=0. \tag{10}$$

Take $\mathbf u$ to vanish near the nucleus and integrate the first term by parts:

$$\int u_i\big[-\partial_j\sigma_{ij}+n\,\partial_iv\big]d^3r=0.$$

The bracket is continuous for $r>0$. If it were nonzero at some point, a displacement confined to a small neighbourhood of that point could make the integral nonzero. It must vanish pointwise, which is (1) again. For hydrogen, (4) and (5) then display the two equal sides.

### What happens at the nucleus

Equation (10) also holds when $\mathbf u$ does not vanish at the nucleus. To check this, remove a ball of radius $\varepsilon$ before each integration by parts. For the 1s state $\psi$ and its gradient are bounded, so the kinetic surface terms have bounded integrands on an area $4\pi\varepsilon^2$. The potential surface term is larger by $1/\varepsilon$, but still vanishes as $\varepsilon$. The same estimates justify $\delta E=0$ despite the cusp. In (10) the stress grows as $1/r$ and the load as $1/r^2$, and both are integrable in three dimensions. No additional point force sits at the nucleus. This agrees with (4), whose traction $\sigma_{ij}e_j$ on a small centred sphere is zero.

The balance can therefore be integrated over regions that contain the nucleus or touch it. For the half-space $z>h$ the outward normal is $-\hat z$, so

$$\int_{z>h}n\,\partial_zv\,d^3r=-\int_{z=h}\sigma_{zz}\,dA. \tag{11}$$

For $h=0$, with $s$ the distance from the nucleus in the plane, $\sigma_{zz}=-n/2s$ and the right side is

$$\int_0^\infty2\pi s\,\frac{n}{2s}\,ds=\int_0^\infty e^{-2s}\,ds=\frac12.$$

The nucleus pulls the upper half of the density down with 0.5 Ha/bohr, or 41.19 nN, and the lower half pushes it up with the same force. For $h=1$ bohr, numerical quadrature of either side of (11) gives 0.0301 Ha/bohr. For $h=-1$ bohr, where the half-space contains the nucleus, both sides again give 0.0301 Ha/bohr.

## What each derivation assumes

The derivations share three assumptions: one particle, no vector potential, and a real potential that acts by multiplication. If $v$ were a nonlocal operator, the cancellation in the first derivation and the form (7) in the second would both be lost.

**Time dependence.** The first derivation does not need a stationary state, and $v$ may depend on time. It gives (3), of which the balance is a special case. As an example, take the superposition

$$\psi=0.8\,\frac{e^{-r}}{\sqrt\pi}\,e^{it/2}+0.6\,\frac{(x+iy)\,e^{-r/2}}{8\sqrt\pi}\,e^{it/8}$$

of 1s and 2p states, at the point $(0.7,-0.4,0.9)$ bohr and time 1.3 atomic units. Differentiating this function gives, for the $x$ components in Ha/bohr⁴, a stress force of 0.007238 and a potential force of −0.008417. Their sum, −0.001179, is the rate of change of the momentum density obtained directly from $\mathrm{Im}(\psi^*\partial_x\psi)$. Stress and load no longer cancel, and the difference is the rate of change of the momentum density. It is not the density times the acceleration of the flow: with $\psi=\sqrt n\,e^{iS}$ one has $\mathrm{Re}(\partial_i\psi^*\partial_j\psi)=\partial_i\sqrt n\,\partial_j\sqrt n+j_ij_j/n$, so (2) includes the convective momentum flux $-j_ij_j/n$. In the second derivation only the step to (10) fails for such a state, because it uses $\delta E=0$; equations (7) and (9) still hold. With $H\psi=i\,\partial_t\psi$ the energy change is $\delta E=2\,\mathrm{Re}\int(i\,\partial_t\psi)^*\,\delta\psi\,d^3r=2\,\mathrm{Im}\int\partial_t\psi^*\,\delta\psi\,d^3r$. Insert (6) and integrate its second term by parts. This gives $\delta E=-\int u_i\,\mathrm{Im}\big[\partial_t\psi^*\,\partial_i\psi+\psi^*\partial_i\partial_t\psi\big]d^3r=-\int u_i\,\partial_tj_i\,d^3r$. Equating this with the sum of (7) and (9) for arbitrary $\mathbf u$ recovers (3). The time-dependent Schrödinger equation has taken the place of stationarity.

**Smoothness.** The first derivation is local. It uses third derivatives of $\psi$ and the gradient of $v$ at the point in question, but no normalization and no boundary conditions. By itself it says nothing at $r=0$; to reach (10) for a displacement that moves the nuclear site, one integrates (1) outside a small ball and shows that the traction term on its surface vanishes. The second derivation works with integrals from the start. Its result (8) contains only first derivatives of $\psi$ and $n$, although the steps before it contain $\partial_i\partial_j\psi$, which grows as $1/r$ at the cusp. It requires the surface terms to vanish, and the estimates above show that they do.

**A state that is not an eigenstate.** The trial function $\psi\propto e^{-\zeta r}$ shows how the two views respond when stationarity fails. Now $\partial_i\psi=-\zeta\psi e_i$, and the steps that led to (4) give

$$\sigma_{ij}=-\frac{\zeta n}{2r}P_{ij},\qquad \partial_j\sigma_{ij}-n\,\partial_iv=(\zeta-1)\frac{n}{r^2}\,e_i.$$

For $\zeta=1.2$ the imbalance at 1 bohr is 0.00998 Ha/bohr⁴, directed outward. By (3), this is the initial rate at which outward momentum density builds up. By (7) and (9), which do not require an eigenstate,

$$\delta E=-(\zeta-1)\int\frac{n}{r^2}\,u_ie_i\,d^3r,$$

so an outward displacement lowers the energy. Both say that the trial density is too compact. The imbalance vanishes for $\zeta=1$.

**Freedom in the tensor.** Neither derivation singles out (2). Equation (3) contains only the divergence, so any divergence-free tensor may be added to $\sigma$ without changing it. Integrated statements such as (11) ask more: $z\,r_ir_j/r^5$ has zero divergence for $r>0$, yet its $zz$ component integrates to $2\pi/3$ over a plane $z=h>0$. In the second derivation the freedom appears as a choice: the last term of (8) can be integrated by parts in $\partial_j$ instead of $\partial_i$. The result is

$$\sigma'_{ij}=\tfrac14\delta_{ij}\nabla^2n-\mathrm{Re}(\partial_i\psi^*\partial_j\psi).$$

The difference $\sigma_{ij}-\sigma'_{ij}=\tfrac14(\partial_i\partial_j-\delta_{ij}\nabla^2)n$ has divergence $\tfrac14(\partial_i\nabla^2n-\partial_i\nabla^2n)=0$. In hydrogen the trace of $\partial_i\partial_jn$ is $\nabla^2n=4n-4n/r$, so the alternative has

$$s_r=-\frac nr,\qquad s_t=n\Big(1-\frac1r\Big).$$

Equation (5) gives $(2n/r+n/r^2)-2n/r=n/r^2$, the same force density. At 1 bohr, however, this tensor has radial stress −0.0431 Ha/bohr³ and no tangential stress, the reverse of the opening example. The arch is thus the mechanical picture belonging to (2), and the value −634 GPa is a component of that chosen tensor. The force density does not depend on the choice. For these two tensors the total force across the planes considered above is also the same: the $zz$ difference is $-\tfrac14(\partial_x^2+\partial_y^2)n$, which integrates to zero over a plane because $n$ decays at large distance and its gradient stays bounded at the nucleus.

The freedom does not extend to dropping the Hessian with nothing in its place. The remaining tensor $-\partial_i\psi\,\partial_j\psi$ has $s_r=-n$ and $s_t=0$, and (5) gives a radial divergence of $2n(1-1/r)$. At 0.5 bohr this is −0.234 Ha/bohr⁴, an inward force, where the balance requires +0.468. At 1 bohr it is zero. A second-derivative term of the density is needed here, either the Hessian or, as in $\sigma'$, the Laplacian. In the first derivation it is part of the kinetic divergence; in the second it comes from the last term of (6), which conserves probability locally.

Numerical values quoted here were computed with a short program.
